# Percolation estimate of hopping conductivity between random traps

## Problem

Traps sit at random, independent positions in an insulator, with density $n$. Far from its trap, a carrier's wave function falls as $e^{-r/a}$. The traps are sparsely filled: their levels lie about $E_a$ above the Fermi level, with a uniform spread of full width $W$. The temperature is high in the sense that $W/kT$ is much smaller than the exponent produced by distance. The field is weak enough for Ohm's law.

1. How does the conductivity depend on $n$ when $an^{1/3}\ll1$?
2. Which hops control the current, and what precedes the exponential?
3. What does the energy spread change?
4. Evaluate the result for a 500 nm film with $n=3\times10^{19}\ \mathrm{cm^{-3}}$, trap depth $E_t=1.5$ eV, carrier mass $m=0.5\,m_e$, $E_a=0.3$ eV, $W=0.1$ eV, attempt rate $\gamma_0=10^{12}\ \mathrm{s^{-1}}$ and $T=400$ K, in a field of 0.001 MV/cm. By what factor does the conductivity rise if the trap density doubles?

## Solution

### From tunnelling to a resistor network

Outside a trap of depth $E_t$ the radial equation for an s state, with $u=r\psi$, is $u''=(2mE_t/\hbar^2)\,u$. Its decaying solution gives

$$a=\frac{\hbar}{\sqrt{2mE_t}} .$$

The transfer element between two traps a distance $R$ apart contains the tail of one state evaluated at the other trap, so it falls as $e^{-R/a}$. The hopping rate contains its square and falls as $e^{-2R/a}$. Powers of $R$ are slow by comparison and are left out here: $\gamma_0$ is taken as independent of distance.

This can be checked on two equal one-dimensional wells, 3 eV deep and about 0.3 nm wide, with mass $0.5\,m_e$. The squared level splittings at separations of 1.5 and 2.0 nm give $a=0.2418$ nm, and so does the binding energy.

Let $E_i$ be the energy of site $i$ above the Fermi level. A downward hop has the rate $\gamma_0e^{-2r/a}$; an upward hop has the additional factor $e^{-(E_j-E_i)/kT}$. At sparse filling the occupation is $e^{-E_i/kT}$. In either case the equilibrium flow from $i$ to $j$ is

$$\Gamma_{ij}=\gamma_0\,e^{-2r_{ij}/a}\,e^{-\max(E_i,E_j)/kT},$$

which is symmetric, as detailed balance requires. A small voltage shifts the local electrochemical potentials by $\mu_i$ and multiplies the occupations by $e^{\mu_i/kT}$. The voltage also shifts the levels, but to first order this changes both directions of flow equally and cancels. The net flow is therefore

$$\Gamma_{ij}\left(e^{\mu_i/kT}-e^{\mu_j/kT}\right)\simeq\Gamma_{ij}\,\frac{\mu_i-\mu_j}{kT}.$$

Current is charge times flow, and voltage is $(\mu_i-\mu_j)$ divided by charge. The pair is thus a resistor of conductance $e^2\Gamma_{ij}/kT$. Setting $W=0$ for the moment,

$$g_{ij}=G_0e^{-2r_{ij}/a},\qquad G_0=\frac{e^2\gamma_0}{kT}\,e^{-E_a/kT}.$$

Now measure lengths in units of $n^{-1/3}$. With $x=2/(an^{1/3})$ the relative conductances are $e^{-xr}$, and since conductivity is conductance per length,

$$\sigma=G_0\,n^{1/3}\,S(x).$$

The function $S$ contains all the geometry.

### The critical hop

For a large sample of $N$ sites in a unit field along $z$, $S$ is the smallest dissipated power per unit volume:

$$S(x)=\min_{\phi}\frac1{2N}\sum_{i,j}e^{-xr_{ij}}V_{ij}^2,\qquad V_{ij}=\phi_i-\phi_j-(z_i-z_j).$$

Setting the derivative with respect to $\phi_i$ to zero gives $\sum_je^{-xr_{ij}}V_{ij}=0$, which is Kirchhoff's current law. Because every term is non-negative, raising any conductance cannot lower $S$, and lowering one cannot raise it.

Join all pairs closer than $r$. At small $r$ the joined sites form finite clusters; beyond a critical length $r_c$ one cluster is infinite. Take a small $\varepsilon>0$.

**Lower bound.** Remove all links longer than $r_c(1+\varepsilon)$, and reduce the remaining ones to the conductance of the longest. Both changes can only lower $S$. What remains contains an infinite cluster of equal resistors. Here I use the fact that such a cluster has a positive conductivity above the threshold, so

$$S\ge s_+(\varepsilon)\,e^{-xr_c(1+\varepsilon)},\qquad s_+>0,$$

where $s_+$ does not depend on $x$.

**Upper bound.** Give every link shorter than $r_c(1-\varepsilon)$ an infinite conductance. This can only raise $S$. The shorted clusters are finite, and current must still cross longer links. Taking out the factor $e^{-xr_c(1-\varepsilon)}$ leaves link factors that do not grow with $x$, so

$$S\le s_-(\varepsilon)\,e^{-xr_c(1-\varepsilon)}$$

for all $x$ above some fixed value. Here I use the fact that large clusters are exponentially rare below the threshold, which keeps $s_-$ finite.

Take logarithms, divide by $-x$, let $x\to\infty$, and then let $\varepsilon\to0$:

$$\lim_{x\to\infty}\left(-\frac{\ln S}{x}\right)=r_c .$$

Shorter hops are too easy to matter, and much longer ones are bypassed. In this limit the hops that control the current have lengths close to $r_c$; at finite $x$ they spread to both sides of it.

### The coefficient

In ordinary units $r_c$ must be a number times $n^{-1/3}$, because $n$ is the only scale in the positions. I found the number from random sites in periodic cubes, recording the link length at which a cluster first closes on itself around one direction:

- 512 sites, 300 samples: mean 0.8876, standard deviation 0.0264.
- 4096 sites, 150 samples: mean 0.8750, standard deviation 0.0132.

Near a percolation threshold, finite-size scaling makes the shift of the mean and the width fall with the same power of the cube edge. The mean is then linear in the width, and extrapolation to zero width gives

$$r_c=\frac{0.8750\times0.0264-0.8876\times0.0132}{0.0264-0.0132}=0.862 .$$

The sampling error from the means is 0.003. The error of the two-size extrapolation itself is not included. At the threshold a site has on average $(4\pi/3)r_c^3\simeq2.7$ links.

The coefficient is $2r_c=1.725$, with a sampling error of about 0.005. The published threshold for this problem, 2.735 links per site, gives 1.735, so the two-size extrapolation is about 0.01 low. I use the customary value 1.73 below; replacing it by 1.735 would raise the exponent for the film of part 4 by only 0.07:

$$\boxed{\;\sigma\propto\exp\left[-\frac{1.73}{a\,n^{1/3}}\right],\qquad an^{1/3}\ll1\;}$$

The proportionality holds up to a slower prefactor. The convention for $a$ matters: if $a'$ is the decay length of the probability density, then $a'=a/2$, and the same exponent reads $0.865/(a'n^{1/3})$.

### The prefactor and the hops that carry the current

Write $\xi=2r_c/a$ for the exponent. Links whose conductances lie within a factor of order $e$ of the critical one have lengths within about $a/2$ of $r_c$, a relative window of $1/\xi$. At this relative distance from the threshold, the mesh of the current-carrying network has a size

$$L_0\sim r_c\,\xi^{\nu},$$

where $\nu\simeq0.88$ is the correlation-length exponent of three-dimensional percolation. The two widths above give $\nu=1.00$ with a sampling error of about 0.1, which is compatible but not a precise determination.

A mesh with one critical resistor per length $L_0$ has conductivity $g_c/L_0$, where $g_c=G_0e^{-\xi}$. Since $\xi=0.865\,x$, this scaling estimate becomes

$$S\simeq A\,x^{-\nu}e^{-0.865x},$$

with $A$ a number of order one.

The minimum principle also identifies the important hops. When $x$ changes, the potentials $\phi$ change too, but at the minimum this has no first-order effect. Only the explicit factor $e^{-xr}$ contributes, so

$$-\frac{d\ln S}{dx}=\frac{\sum_{i,j}r_{ij}\,e^{-xr_{ij}}V_{ij}^2}{\sum_{i,j}e^{-xr_{ij}}V_{ij}^2}\equiv\langle r\rangle_P .$$

The slope is the mean hop length weighted by dissipated power. The estimate for $S$ predicts $\langle r\rangle_P=0.865+\nu/x$.

I solved Kirchhoff's equations for 16 periodic samples of 800 sites. The last column is the prediction; lengths are in units of $n^{-1/3}$.

| $an^{1/3}$ | $x$ | $\ln S$ | $\ln A$ | $\langle r\rangle_P$ | $0.865+\nu/x$ |
|---|---|---|---|---|---|
| 0.143 | 14.00 | −13.84 | 0.59 | 0.937 | 0.928 |
| 0.088 | 22.67 | −21.80 | 0.56 | 0.906 | 0.904 |
| 0.070 | 28.56 | −27.11 | 0.55 | 0.898 | 0.896 |

The bottom row is the film of part 4; the middle row has the same $a$ and twice its trap density. The sampling error of $\langle r\rangle_P$ in the bottom row is 0.007. Over the table $\ln S$ changes by 13, while $\ln A$ changes by 0.04.

The agreement does not fix $\nu$ precisely, because over this range of $x$ a change of 0.0025 in $r_c$ has about the same effect on $\ln A$ as a change of 0.05 in $\nu$. The value of $S$ itself depends little on the cell size: for the bottom row, cells of 2700 and 6400 sites give $\ln S=-27.09$ and $-27.08$, each with a sampling error of 0.03.

Two other lengths help to read the result. The probability of finding no neighbour within $r$ is $e^{-4\pi r^3/3}$, so the mean nearest-neighbour distance is

$$\int_0^\infty e^{-4\pi r^3/3}\,dr=\Gamma(4/3)\left(\frac{4\pi}{3}\right)^{-1/3}=0.554 .$$

This is well below the hop lengths in the table. Close pairs are common, but they do not connect across the sample. Using 0.554 in place of 0.865 at $x=28.56$ would lower the exponent by 8.9 and overestimate the exponential factor about 7000 times.

The second comparison is a simple cubic array of the same density. Its nearest distance is 1, and with nearest links alone $S=e^{-x}$. At $x=28.56$ this gives $\ln S=-28.56$, against −27.11 for random sites. At this $x$ randomness therefore raises the conductivity about fourfold. The shorter critical hop would give a factor $e^{3.86}\simeq47$, but the sparseness of the conducting mesh takes most of it back.

### The energy spread

Now let $E_i=E_a+e_i$, with $e_i$ uniform between $-W/2$ and $W/2$. A link's conductance is set by

$$\frac{2r_{ij}}a+\frac{E_a+\max(e_i,e_j)}{kT},$$

and percolation is applied to this sum instead of to $r_{ij}$. In a finite sample at $W=0$, one bottleneck link sets the threshold. For small $W$ the threshold moves by the energy term of that link. The link was selected by the positions, which are independent of the energies, so the average shift is the plain mean of the larger of two energies.

To find this mean, put $t=(\max(e_i,e_j)+W/2)/W$. Both energies must lie below a given value, so the probability that the maximum is below $t$ is $t^2$, and the density of $t$ is $2t$. Hence

$$\langle t\rangle=\int_0^1 2t^2\,dt=\frac23,\qquad\langle\max(e_i,e_j)\rangle=\frac{2W}3-\frac W2=\frac W6 .$$

Percolation with random energies on the 512-site samples gives $0.161\,W$, with a sampling error of $0.012\,W$, against $0.167\,W$.

To first order in $W/kT$,

$$\sigma\propto\exp\left[-\frac{1.73}{an^{1/3}}-\frac{E_a+W/6}{kT}\right].$$

The energy term does not contain $n$, so the density law survives. This is the precise role of high temperature here. When $W/kT$ becomes comparable with $\xi$, carriers gain by making longer hops to sites of better energy. Distance and energy then no longer separate, and the law fails.

### The film

The decay length and the mean spacing are

$$a=\frac{\hbar}{\sqrt{2(0.5\,m_e)(1.5\ \mathrm{eV})}}=0.2254\ \mathrm{nm},\qquad n^{-1/3}=3.218\ \mathrm{nm}.$$

Thus $an^{1/3}=0.0700$, the critical hop is $0.865\times3.218=2.78$ nm, and

$$\xi=\frac{1.73\times3.218}{0.2254}=24.70,\qquad e^{-\xi}=1.87\times10^{-11}.$$

With $kT=0.03447$ eV,

$$G_0=\frac{e\,(10^{12}\ \mathrm{s^{-1}})}{0.03447\ \mathrm{V}}\,e^{-0.3/0.03447}=7.72\times10^{-10}\ \mathrm S .$$

The network value $\ln S=-27.11$ then gives, for $W=0$,

$$\sigma=\frac{7.72\times10^{-10}\ \mathrm S}{3.218\times10^{-7}\ \mathrm{cm}}\,e^{-27.11}\simeq4\times10^{-15}\ \mathrm{S/cm}.$$

At 0.001 MV/cm, or $10^3$ V/cm, the current density is about $4\times10^{-12}\ \mathrm{A/cm^2}$. The energy spread adds $W/(6kT)=0.48$ to the exponent to first order. Percolation with the full spread gives 0.44, and networks solved with random energies give 0.45 with a sampling error of 0.01. The small shortfall from 0.48 is a higher-order term. The conductivity falls to about 0.64 of the value above.

Now double $n$, holding $a$, $E_a$, $\gamma_0$ and $T$ fixed. The exponent is multiplied by $2^{-1/3}$, so the exponential rises by

$$\exp\left[24.70\,(1-2^{-1/3})\right]=163 .$$

The prefactor $n^{1/3}x^{-\nu}$ varies as $n^{(1+\nu)/3}$ and contributes another factor $2^{0.627}=1.54$, which makes 252. The solved networks give 255. Cells of 2700 and 6400 sites give 255 and 257, so the answer for a distance-independent $\gamma_0$ is a rise of roughly 250 times. For s states of short-range traps, as assumed in the radial equation above, the squared transfer element also contains $R^{-2}$. Typical hop lengths shrink about as $n^{-1/3}$, so including this power would add a factor of about $2^{2/3}=1.59$ and make the rise roughly 400 times. For Coulomb-bound 1s states the power is $R^{+2}$ instead, and the same argument lowers the rise to roughly 160 times. The condition of fixed $E_a$ is essential. It means that the number of carriers doubles with the number of traps; if fixed charge held the carrier density constant instead, the filling would halve, and so would the rise. More generally, if the added traps also moved the Fermi level by 0.1 eV, the conductivity would change by a further factor $e^{0.1/0.03447}\simeq18$, up or down.

### Range of validity for this film

- **Field and thickness.** The mesh size is $L_0\sim2.78\times24.70^{0.88}\simeq47$ nm, well below the film thickness. The energy gained over it is $eFL_0=0.14\,kT$, so Ohm's law is reasonable.
- **Network size.** The computed cell has an edge of 30 nm, less than $L_0$. Cells with edges up to 60 nm give the same $\ln S$ within 0.05, so the uncertainty of $\sigma$ lies in the inputs rather than in the cell size.
- **Temperature.** $W/kT$ would equal $\xi$ at 47 K. The expansion in the energy spread must fail before that point is reached on cooling.
- **Trap depth.** A trap shallower by $W/2$ has a larger $a$. Using that value for all traps would lower $\xi$ by 0.42.
- **Carrier repulsion.** The numbers in this item are for $W=0$; the spread $W=0.1$ eV raises the carrier density by a factor of 1.4, which shortens the spacing to 52 nm and the screening length to 29 nm. The trap filling is $1.7\times10^{-4}$ and the mean carrier spacing is 59 nm. For a relative permittivity of 3, the repulsion of one pair at this distance is $0.24\,kT$. The summed charge of all carriers is not negligible: with $n_c=5\times10^{15}\ \mathrm{cm^{-3}}$ carriers, the screening length $\sqrt{\varepsilon kT/(e^2n_c)}=34$ nm is much shorter than the film thickness. A uniform $E_a$ therefore assumes that fixed charge of equal density neutralises the carriers. Without it, the levels inside the film would rise by more than $kT$ and the conductivity would be lower.
- **Other currents.** Band conduction with an assumed mobility of 1 cm²/Vs gives $5\times10^{-23}$ S/cm. Direct tunnelling through the film has an exponent near 4400. Both are negligible here.

Lattice relaxation, the uneven potential of the fixed charge and clustering of traps are left out. The potential of the fixed charge is not small near each charge: at the mean distance of the nearest trap, 1.8 nm, it is 0.27 eV, more than $W$ and close to $E_a$. A point-charge estimate binds a carrier at roughly half of the fixed charges, so the fixed charge density needed to hold a given $E_a$ exceeds $n_c$. An extra barrier common to all hops would lower $\sigma$ without changing the density law. Clustering would change the coefficient 1.73 itself.

### Comparison with a real interlayer dielectric

The parameters are round numbers meant for the regime of carbon-doped oxide (SiCOH) films. Trap density and depth in such films depend on deposition and plasma damage and are only roughly known. A 10% error in $a$ alone changes $\xi$ by about 2.5, or $\sigma$ by a factor of about 12, so the calculated conductivity is not a prediction for a particular film. The chosen field is far below typical working fields, and the film is much thicker than the gap between narrow lines. At a rough working field of 0.3 MV/cm, a critical hop gains $2.4\,kT$ and a length $L_0$ gains about $41\,kT$, so the ohmic assumption breaks. For a chain of equal hops with equal occupations, the rates used here give a current $(1-e^{-2.42})/2.42=0.38$ times the ohmic value. In a random network the voltage is shared unevenly, and this factor is not a reliable correction. A gap of 30 nm would also be thinner than $L_0$, so the bulk threshold would no longer apply. The law can serve to compare trap densities in thick films at low field, provided that $a$ and $E_a$ stay fixed, the carriers' charge is neutralised and the current is steady. The last condition requires waiting well beyond the dielectric relaxation time $\varepsilon/\sigma$, here one to two minutes. The law should not be used to extrapolate leakage to working fields.

The remaining computed values are in the numerical output below.

## Numbers as computed

```
Double well: a from splitting = 0.2418 nm
Double well: a from depth = 0.2418 nm
Mean threshold, 512 sites = 0.8876 n^(-1/3)
Threshold width, 512 sites = 0.0264 n^(-1/3)
Mean threshold, 4096 sites = 0.8750 n^(-1/3)
Threshold width, 4096 sites = 0.0132 n^(-1/3)
Extrapolated r_c = 0.8624 n^(-1/3)
Sampling error of r_c (means only) = 0.0026 n^(-1/3)
Coefficient C = 2 r_c n^(1/3) = 1.725
Critical mean link number = 2.69
nu from the two widths = 1.00 (used: 0.88)
Mean nearest distance = 0.5540 n^(-1/3)
Energy shift / W = 0.161 (law 0.167)
Sampling error of that ratio = 0.012
Network x=14.00: ln S=-13.84, hop=0.937 n^(-1/3), ln A=0.59
Network x=22.67: ln S=-21.80, hop=0.906 n^(-1/3), ln A=0.56
Network x=28.56: ln S=-27.11, hop=0.898 n^(-1/3), ln A=0.55
Hop length by law, largest x = 0.896 n^(-1/3)
Sampling error of network hop = 0.007 n^(-1/3)
Input trap density = 3.0e+19 cm^-3
Input depth = 1.5 eV, mass = 0.5 m_e
Input E_a = 0.3 eV, W = 0.1 eV
Input attempt rate = 1e+12 s^-1
Input T = 400 K, kT = 0.03447 eV
Input relative permittivity = 3.0
Input film = 500 nm, field = 0.001 MV/cm
Decay length a = 0.2254 nm
Spacing n^(-1/3) = 3.218 nm
a n^(1/3) = 0.0700
Critical hop r_c = 2.784 nm
Exponent 1.73/(a n^(1/3)) = 24.70
Factor exp(-exponent) = 1.87e-11
G0 with activation = 7.72e-10 S
Network conductivity = 4.1e-15 S/cm
Current density at test field = 4.1e-12 A/cm2
Doubled n: exponential alone = x 163
Doubled n: with power prefactor = x 252
Doubled n: network = x 255
Disorder, exponent shift W/6kT = 0.48
Disorder, shift by percolation = 0.44
W/6kT at 300 K = 0.64
W/kT equals the exponent at T = 47 K
Depth less W/2: exponent falls by 0.42
Correlation length estimate = 47 nm
Network cell edge = 30 nm
Test field: eF r_c/kT = 0.0081
Test field: eF L0/kT = 0.136
At 0.3 MV/cm: eF r_c/kT = 2.42
Trap filling = 1.66e-04
Carrier spacing = 59 nm
Carrier repulsion / kT = 0.24
Band conductivity (1 cm2/Vs) = 4.6e-23 S/cm
Direct tunnelling exponent 2d/a = 4437
Test field / rough breakdown = 2.0e-04
```
